\section*{Soft Methyl Torsions, Harmonic Entropy and the Homolysis Prefactor of Trimethylgallium, part 2}

We study how treating methyl torsions as harmonic changes the calculated rate of $\mathrm{Ga(CH_3)_3\to Ga(CH_3)_2+CH_3}$. Each methyl turns independently about its Ga--C bond by $\phi$, with moment of inertia $\Theta$, $B=\hbar^2/2\Theta$ and potential $U=\frac V2(1-\cos n\phi)$. The planar reactant frame gives $n=6$. With proton symmetry number $\sigma=3$, there are $n/\sigma$ distinct wells, all counted in the harmonic treatment.

The true (hindered) rotor has $q=q_fe^{-u}I_0(u)$, where $u=V/2k_BT$, $q_f$ is the free-rotor value and $I_0$, $I_1$ are modified Bessel functions. Its thermal energy is $E_{\rm th}=k_BT^2\,d\ln q/dT$, with
\begin{equation}
T\frac{d\ln q}{dT}=\frac12+u-u\frac{I_1(u)}{I_0(u)} .
\label{eq:Tder}
\end{equation}
The harmonic entropy $S_h$ differs from the true $S$ classically by
\begin{equation}
\frac{S_h-S}{k_B}=\frac12-\frac12\ln(2\pi u)-\ln I_0(u)+u\frac{I_1(u)}{I_0(u)} .
\label{eq:D}
\end{equation}
For $V\ll k_BT$ the harmonic partition function is too large by $\sqrt{k_BT/\pi V}$, and
\begin{equation}
\delta\equiv\frac{S_h-S}{k_B}\simeq\frac12+\frac12\ln\frac{k_BT}{\pi V}.
\label{eq:delta}
\end{equation}
The leading quantum correction to the oscillator entropy is $k_Bx^2/24$, with $x=\hbar\omega/k_BT$ and $\hbar\omega=n\sqrt{BV}$.

The rate constant $k$ follows from high-pressure transition-state theory with a fixed dividing surface. The prefactor is $A=k\,e^{E_a/k_BT}$, and the activation energy is
\begin{equation}
E_a=k_BT+E_0+E_{\rm th}^\ddagger-E_{\rm th}.
\label{eq:Ea}
\end{equation}
Here $E_0$ is the difference of potential minima and $\ddagger$ marks the transition state. If $A_h$ is the prefactor with harmonic torsions, $\ln(A_h/A)$ is the sum of $\delta$ over harmonic torsions in the transition state minus that in the reactant.

The example has $T=800$~K, $k_BT=68.94$~meV, $V=1$~meV, $\Theta=3.13$~u\,\AA$^2$, $B=0.6675$~meV and $\hbar\omega=4.90$~meV. The C--H length is 1.09~\AA\ and the Ga--C--H angle $111^\circ$. Each torsion's partition function is overcounted by 4.684. With all three reactant torsions harmonic and those of the transition state hindered, $A_h$ is too small by about 460 (461 before rounding): an assumed $A=10^{16}$~s$^{-1}$ becomes $2.2\times10^{13}$~s$^{-1}$.

\textbf{Q.} Does the decomposition rate also fall by 460?

\textbf{A.} No, because the activation energy changes too. A classical harmonic torsion has thermal energy $k_BT$. From Eq.~\eqref{eq:Tder}, with $k_BTu=V/2$, the true rotor has
\begin{equation}
E_{\rm th}=\frac{k_BT}2+\frac V2\Bigl(1-\frac{I_1(u)}{I_0(u)}\Bigr).
\end{equation}
The second term is the mean torsional potential, here close to $V/2=0.5$~meV. The reactant energy enters Eq.~\eqref{eq:Ea} with a minus sign. Each harmonic torsion thus lowers $E_a$ by $34.5-0.5=34.0$~meV, and three lower it by 102~meV.

For all other degrees of freedom I assume that the ratio of partition functions does not depend on temperature, so that they drop out of Eq.~\eqref{eq:Ea}. The hindered torsions of the transition state are given barriers of 1, 1 and 0.01~meV. With $E_0=2.60$~eV, a trial value for the bond, the activation energy is 2.668~eV with hindered rotors and 2.566~eV with the harmonic reactant. The lower activation energy returns a factor $e^{102/68.94}=4.4$, and $461/4.4=105$. The rate constant at 800~K is $0.155$~s$^{-1}$ with hindered rotors and $1.5\times10^{-3}$~s$^{-1}$ with the harmonic reactant.

The partition functions say the same directly. Three overcounts give $4.684^3=102.8$. The true rotors have the additional factor $e^{-u}I_0(u)\simeq e^{-u}$ each, with $u=0.00725$, and $102.8\,e^{3u}=105$.

\textbf{Q.} A factor of a hundred sounds dramatic, but rates vary steeply with temperature. What does it mean for somebody who sets a furnace?

\textbf{A.} The harmonic calculation reaches the 800~K rate of the hindered-rotor calculation at 914~K, an error of 114~K. An estimate by hand agrees. With $E_a=2.566$~eV taken as constant,
\begin{equation}
\frac1{T'}=\frac1{800~{\rm K}}-\frac{k_B\ln105}{E_a}=(1.250-0.156)\times10^{-3}~{\rm K}^{-1},
\end{equation}
which gives $T'\simeq914$~K.

The distortion of $A$ also depends on temperature, as $T^{3/2}$ for three torsions. At fixed barrier it is a factor of 300 at 600~K and 644 at 1000~K. Heating makes the harmonic treatment of a soft torsion worse, because the same barrier is then smaller in units of $k_BT$.

\textbf{Q.} Your case looks chosen to be bad. Anyone who treats the reactant harmonically will treat the transition state harmonically as well.

\textbf{A.} Then the errors can cancel, and you are right to insist on it. Pair each reactant torsion of barrier $V$ with its counterpart of barrier $V^\ddagger$. The constants $\tfrac12$ in Eq.~\eqref{eq:delta} drop out, and each pair contributes
\begin{equation}
\delta^\ddagger-\delta=\frac12\ln\frac{k_BT}{\pi V^\ddagger}-\frac12\ln\frac{k_BT}{\pi V}=\frac12\ln\frac V{V^\ddagger}.
\label{eq:pair}
\end{equation}
Equal barriers give no distortion, however wrong both entropies are.

In the transition state the two remaining methyls sit on a frame that has lost its half-turn symmetry about their bonds, so I give them $n=3$. The leaving methyl still faces a $\mathrm{Ga(CH_3)_2}$ group with a half-turn axis along the breaking bond and keeps $n=6$. With 1~meV for all torsions on both sides, $A_h/A=0.9997$. The missing $3\times10^{-4}$ is the quantum term $x^2/24$ of the oscillator entropy. The two threefold torsions have half the frequency, hence a quarter of that term. With $x=4.90/68.94=0.071$, the loss is $2\times\tfrac34\times x^2/24=3\times10^{-4}$.

\textbf{Q.} So a consistent harmonic calculation is safe.

\textbf{A.} It is safe against this error if the barriers stay the same and all distinct wells are counted on both sides. The barriers need not stay the same. The leaving methyl is further from the frame, and its barrier should be lower. Suppose it is 0.01~meV while the other two remain at 1~meV. Equation~\eqref{eq:pair} then gives $A_h/A=\sqrt{1/0.01}=10$, and the full level sums give 9.995. The assumed $10^{16}$~s$^{-1}$ becomes $10^{17}$~s$^{-1}$, now too large instead of too small. The true prefactor hardly notices whether that barrier is 1 or 0.01~meV, since both rotors are practically free. The value 0.01~meV is a choice that shows the mechanism, not a property I know of the real transition state.

\textbf{Q.} I have another complaint. You let the harmonic treatment sum over all wells. A routine frequency calculation takes one optimized structure.

\textbf{A.} That changes the count, and the symmetry number of overall rotation changes with it. The planar frame has six proper rotations onto itself. Each methyl has two distinct orientations, so there are $2^3=8$ patterns, and the well-counted partition function carries the factor $8/6$.

Now take one rigid structure in which each methyl has a proton in the molecular plane, all displaced in the same rotational sense. Three rotations map it onto itself. A half turn about a Ga--C bond maps it onto the structure with the opposite sense. Its factor is $1/3$. The ratio is
\begin{equation}
\frac{1/3}{8/6}=\frac14 .
\end{equation}
The single-structure reactant is undercounted by four, and this offsets part of the overcount. With the transition state still treated properly, the prefactor is too small by $461/4=115$.

If the transition state is also reduced to one harmonic structure, the undercount of the reactant remains. The frame of the transition state has two rotations and its methyls have two patterns, so the proper factor is $2/2=1$. One structure, which has no rotational symmetry, also gives 1. With equal low barriers on both sides, $A$ is then too large by four.

\textbf{Q.} The methyls also feel one another. You assumed they do not.

\textbf{A.} Add a coupling $-V_c\sum_{i<j}\cos3\phi_i\cos3\phi_j$ with $V_c=0.5$~meV, again a trial value. For the true entropy, expand the configuration integral in $\beta=1/k_BT$. If $W$ is the total torsional potential and the averages with subscript 0 are taken over free angles,
\begin{align}
\ln\langle e^{-\beta W}\rangle_0&\simeq-\beta\langle W\rangle_0+\tfrac12\beta^2\,{\rm var}\,W,\\
\beta\langle W\rangle&\simeq\beta\langle W\rangle_0-\beta^2\,{\rm var}\,W .
\end{align}
Their sum, the configurational entropy in units of $k_B$, is $-\tfrac12\beta^2\,{\rm var}\,W$. Each of the three pairs adds $V_c^2/4$ to the variance, because each squared cosine averages to $\tfrac12$; the cross terms average to zero. The shift is $-3V_c^2/(8k_B^2T^2)=-2\times10^{-5}$, which the numerical integral over three angles confirms.

The harmonic entropy reacts quite differently. At $\phi_i=0$ the sixfold term has curvature $18V$. The coupling adds $9V_c$ from each of two partners, and the mixed derivatives contain sines and vanish. The curvature becomes $18(V+V_c)$, which divides the product of three oscillator partition functions by $1.5^{3/2}=1.84$. The factor of 115 falls to 63.

\textbf{Q.} So your factor is 460, or 115, or 63. That is hardly a prediction.

\textbf{A.} It is not meant as one. The harmonic result depends on details of a few tenths of a millielectronvolt, while the hindered-rotor entropy at 800~K ignores them. I would not quote the distortion for the real molecule more closely than one to three powers of ten in this one-sided case.

\textbf{Q.} What about the kinetic energy? When a methyl turns, the frame must recoil.

\textbf{A.} Let $\mathbf e_i$ be the bond directions, $\boldsymbol\Omega$ the angular velocity of the frame and $I_\perp$ the moment of the whole molecule about an in-plane axis. The coupling term in the kinetic energy is $\Theta\sum_i\dot\phi_i\,\mathbf e_i\cdot\boldsymbol\Omega$. Completing the square in $\boldsymbol\Omega$ leaves the torsional mass matrix
\begin{equation}
M_{ij}=\Theta\,\delta_{ij}-\frac{\Theta^2}{I_\perp}\,\mathbf e_i\cdot\mathbf e_j .
\end{equation}
For bonds at $120^\circ$ the matrix $\mathbf e_i\cdot\mathbf e_j$ has eigenvalues $0,\tfrac32,\tfrac32$, so $\det M=\Theta^3(1-3\Theta/2I_\perp)^2$. The momentum integral goes as $\sqrt{\det M}$. With a Ga--C length of 1.97~\AA\ this lowers the entropy of the three torsions together by $0.047\,k_B$. In the classical limit the same factor multiplies the harmonic and the true partition functions, so their ratio is untouched.

\textbf{Q.} A deposition reactor runs at reduced pressure. Is your high-pressure limit reached there?

\textbf{A.} Not fully. A rough estimate uses the Kassel rate $k(E)=A[(E-E_0)/E]^{s-1}$ with $s=17$ effective oscillators, a guess of about half the 33 vibrations. Let $f(E)\propto E^{s-1}e^{-E/k_BT}$ be the thermal distribution and $\nu$ the rate of collisions that restore it. In a steady state, supply $\nu f$ balances loss $(\nu+k(E))$ times the population, so
\begin{equation}
\frac{k_{\rm uni}}{k_\infty}=\frac{\displaystyle\int_{E_0}^\infty\frac{\nu\,k(E)f(E)}{\nu+k(E)}\,dE}{\displaystyle\int_{E_0}^\infty k(E)f(E)\,dE}.
\end{equation}
At 76~Torr of hydrogen and 800~K, a collision diameter of 0.5~nm gives $\nu=2.1\times10^9$~s$^{-1}$. The ratio is 0.88 if every collision restores equilibrium, and 0.66 if one in ten does. It is sensitive to $s$: with $s=12$ the two values become 0.58 and 0.29. The weak excitation of the C--H stretches at 800~K does not favour the smaller number, because $k(E)$ depends on how fast the density of states $\rho$ grows up to the dissociation energy, where many more modes are active. A direct count of quantum states, with $k(E)=A\,\rho(E-E_0)/\rho(E)$, rough wavenumbers for 30 vibrations and three free rotors, gives about 0.98 and 0.9, closer to the high-pressure limit than either Kassel estimate.

\textbf{Q.} How close is all this to trimethylgallium in a real reactor?

\textbf{A.} The temperature and pressure lie in the range used for metal-organic deposition. The prefactor of $10^{16}$~s$^{-1}$ is assumed, and the bond energy of 2.6~eV is a trial value that is probably too low. Second-order perturbation theory (MP2) in the small def2-SVP basis, at assumed geometries with a planar methyl radical, gives about 3.4~eV for the difference of potential minima. This number is not converged: it runs from 3.35 to 3.45~eV depending on whether the gallium 3d shell is correlated, and the larger def2-TZVP basis raises it by 0.07 to 0.14~eV. It is also a purely electronic energy for separated fragments. Since the model takes the partition-function ratio of the other modes as independent of temperature, their change in zero-point energy belongs in $E_0$, and it is not included in the 3.4~eV. A value of 3.4~eV would lower the rate at 800~K by about five powers of ten and reduce the temperature error from 114~K to about 84~K. The distortion of $A$ does not depend on $E_0$. The 1~meV barrier stands for nearly free methyl rotation and is not a measured number; in the real molecule the coupling between the methyls may be larger than the sixfold term. A real reactor may also fall short of the high-pressure limit. By the estimate above, with the trial bond energy of 2.6~eV, this lowers the rate by 12 to 34 per cent for $s=17$, and by up to about 70 per cent for $s=12$, still far less than the factor of 105 from the harmonic reactant. The quantum state count puts the loss lower, at about 2 to 10 per cent, and a stronger bond makes it smaller still. Reactions with radicals, with the other precursor and at surfaces also consume the molecule. They are outside this calculation, so $0.155$~s$^{-1}$ is a model rate for one elementary step and not a growth rate.

\textbf{Q.} And what would worry you most in your own argument?

\textbf{A.} The fixed dividing surface. In a variational calculation its position is chosen by minimizing the rate, and harmonic torsions would bias that choice. In the harmonic treatment, the free energy of the leaving methyl's torsion contains $\tfrac12k_BT\ln V^\ddagger$, which falls without limit as the bond stretches and $V^\ddagger$ vanishes. I have not calculated how far the surface would move.

\textbf{Q.} When, then, may I keep the harmonic treatment of a torsion?

\textbf{A.} If $V$ is above $k_BT$, the error is modest. At 100~meV and 800~K it is $-0.13\,k_B$ per torsion. That is not yet the worst case on this side: Eq.~\eqref{eq:D} reaches its lowest value, about $-0.23$, near $V=2.7\,k_BT$, and then decays as $-1/(4u)=-k_BT/2V$. Three torsions at the worst barrier, harmonic in the reactant alone, make $A$ too large by $e^{0.69}\simeq2$. If $V$ is well below $k_BT$, the harmonic treatment is acceptable for $A$ only where the torsion keeps nearly the same barrier in the transition state and is treated harmonically there too, with all distinct wells counted on both sides. Otherwise use hindered rotors on both sides, or free rotors when $V\ll k_BT$. The main values used here are collected in the numerical output below.

\section*{Computed results}
\begin{verbatim}
Temperature: 800 K;  kT = 68.94 meV
Ga-C 1.97 A, C-H 1.09 A, angle Ga-C-H 111 deg
Methyl moment of inertia: 3.131 amu A^2;  B = 0.6675 meV
Reactant barrier V: 1.0 meV, n = 6, sigma = 3
Harmonic quantum: 4.902 meV
Harmonic zero-point energy: 2.451 meV
Harmonic rms angle: 112.1 deg (half well: 30 deg)
Free-rotor entropy: 2.2925 k
V (meV), quantum (meV), S harmonic (k), S hindered (k):
  1000.00   155.011   1.0700   1.1072
   100.00    49.019   2.0550   2.1856
    10.00    15.501   3.1876   2.2913
     1.00     4.902   4.3370   2.2925
     0.10     1.550   5.4881   2.2925
     0.01     0.490   6.6393   2.2925
Slope dS_harmonic/d ln V at small V: -0.50000 k
Overcount of q per torsion sqrt(kT/(pi V)): 4.684
Entropy excess per torsion: 2.0442 k = 17.00 J/(mol K)
Entropy errors change sign at V = 68.1 meV (quantum)
  and at V = 66.7 meV = 0.968 kT (classical)
Bond energy E0: 2.60 eV; leaving-methyl barrier 0.01 meV
Assumed A, hindered torsions: 1.00e+16 1/s
A, reactant harmonic only: 2.169e+13 1/s
  A too small by factor 461.0
A ratio, all harmonic, equal barriers: 0.9997
A ratio, all harmonic, softer leaving methyl: 9.995
A, that case: 9.995e+16 1/s
Activation energy, hindered: 2.6684 eV
Activation energy, reactant harmonic: 2.5664 eV
  shift per harmonic torsion: -34.00 meV
Rate constant, hindered: 0.1547 1/s
Rate constant, reactant harmonic: 1.474e-03 1/s
  rate too small by factor 105.0
Harmonic model reaches the true 800 K rate at 914.4 K
A too small at 600 K by factor 299.6
A too small at 1000 K by factor 644.1
Share of patterns in one rigid structure: 0.25
A too small, one rigid structure: factor 115.3
Methyl coupling tried: 0.5 meV
  shift of true entropy, three torsions: -2.01e-05 k
  A too small, one structure, coupled: factor 62.7
Kinetic coupling, three torsions: -0.0470 k
Quantum shift of true entropy per torsion: 1.5e-06 k
Pressure 76 Torr H2, diameter 0.5 nm, 17 Kassel modes
Collision rate: 2.11e+09 1/s
Falloff k/k_inf, strong collisions: 0.880
Falloff k/k_inf, efficiency 0.1: 0.660
\end{verbatim}
